# Thermal electron wind on an impurity at open circuit

**Q:** A metal bar is hot at one end and no current is drawn from it. Heat still flows through the electrons, so energetic electrons stream toward the cold end and strike every impurity on the way. Surely they push it toward the cold end?

**A:** Slower electrons must then stream toward the hot end, because the net particle current is zero. Whether the two streams leave a net push depends on how much momentum each delivers, so we have to count collisions.

I use Hartree atomic units, $\hbar=e=m_e=1$, but write $e>0$ where it shows the sign of a charge. The electrons have an isotropic parabolic band with mass $m$, so that $\mathbf k=m\mathbf v$ and $\varepsilon=k^2/2m$, measured from the band bottom. The impurity is isolated, spherical and heavy enough to scatter elastically. By "wind force" I mean the momentum per unit time that scattered electrons give it, and nothing else.

Let $f(\mathbf k)$ be the occupation of the electron states arriving at the impurity. With both spins, the density of electrons in $d^3k$ is $f\,d^3k/4\pi^3$. Let $R(\varepsilon,\cos\Theta)=4\pi v\,d\sigma/d\Omega$ be the rate coefficient for scattering through the angle $\Theta$. Each collision $\mathbf k\to\mathbf k'$ gives the impurity the momentum $\mathbf k-\mathbf k'$, so

$$\mathbf F=\int\frac{d^3k}{4\pi^3}\int\frac{d\Omega'}{4\pi}\,R\,(\mathbf k-\mathbf k')\,f(\mathbf k)\,[1-f(\mathbf k')].$$

**Q:** The Pauli factor makes this quadratic in $f$. In a metal most final states are full, so blocking ought to matter a great deal.

**A:** It cancels from the total. In the term containing $f(\mathbf k)f(\mathbf k')$, exchange the names $\mathbf k$ and $\mathbf k'$. Both lie on the same energy shell, $R$ is unchanged because it depends on $\varepsilon$ and $\Theta$ alone, and $\mathbf k-\mathbf k'$ changes sign. The term equals minus itself and is zero.

What remains is linear in $f$. When $\mathbf k'$ is averaged around the axis $\mathbf k$, its transverse part drops out and $\mathbf k-\mathbf k'$ becomes $\mathbf k(1-\cos\Theta)$. Therefore

$$\mathbf F=\int\frac{d^3k}{4\pi^3}\,\mathbf k\,w(\varepsilon)f(\mathbf k),\qquad
w(\varepsilon)=v\int d\Omega\,\frac{d\sigma}{d\Omega}(1-\cos\Theta)=v\,\sigma_{\rm tr}(\varepsilon).$$

The coefficient $w$, a volume per time, is the momentum-transfer rate for one impurity and unit density of incident electrons.

**Q:** And if that rate is the same for fast and slow electrons?

**A:** Then $w$ leaves the integral, and $\mathbf k=m\mathbf v$ turns the rest into the particle current density $\mathbf J$:

$$\mathbf F=m\,w\int\frac{d^3k}{4\pi^3}\,\mathbf v f(\mathbf k)=m\,w\,\mathbf J .$$

At open circuit $\mathbf J=0$, so $\mathbf F=0$. The energetic electrons going to the cold side and the slower ones returning carry opposite total momenta, and a constant $w$ hands over the same fraction of each. The heat current does not enter, since it weights the velocity with energy and this sum does not.

Here $\mathbf J$ must vanish locally. A bar of uneven composition can have circulating currents while its terminals are open, and these would exert a wind force.

**Q:** You have not said how the host scatters electrons. Phonons change their energies, and then a relaxation time may not exist.

**A:** None was used. The host shapes $f$, but the force depends on $f$ through $\mathbf J$ alone when $w$ is constant.

This was tested by solving a linearized kinetic equation in energy and angle, with inelastic host scattering and chemical potential $\mu=3k_BT$. The impurity had the rate $R=R_0(\varepsilon)[1+b(\varepsilon)\cos\Theta+0.3P_2(\cos\Theta)]$, where $P_2$ is the second Legendre polynomial and $b=0.9\tanh[(\varepsilon-\mu)/k_BT]$. The angular average of $R(1-\cos\Theta)$ is $R_0(1-b/3)$. Choosing $R_0=1/(1-b/3)$ makes $w=1$, although the total scattering rate varies with energy.

The force was summed from single collisions with their Pauli factors. With the temperature gradient alone driving the electrons it was $-0.430$ in model units, toward the cold side. At open circuit its magnitude fell to $2\times10^{-14}$ of that value, which is rounding error. With $R_0=1$ instead, $w$ falls with energy, and the open-circuit force was $+0.107$, toward the hot side.

**Q:** So a hard obstacle with a fixed cross section feels no wind?

**A:** It does feel one. Since $v\propto\varepsilon^{1/2}$, a constant rate requires $\sigma_{\rm tr}\propto\varepsilon^{-1/2}$. A constant cross section gives $w\propto\varepsilon^{1/2}$.

To find the force in such cases, let the host have a relaxation time $\tau(\varepsilon)$, with impurities so dilute that each merely probes the host distribution. Write $f=f_0+\delta f$, where $f_0$ is the local Fermi function and $f_0'=df_0/d\varepsilon$. Because $f_0$ depends on $(\varepsilon-\mu)/k_BT$,

$$\nabla f_0=(-f_0')\left[\nabla\mu+(\varepsilon-\mu)\frac{\nabla T}{T}\right],\qquad
\frac{\partial f_0}{\partial\mathbf k}=\mathbf v f_0' .$$

The force on an electron is $-e\mathbf E$. To first order in the gradients, the stationary Boltzmann equation is

$$\mathbf v\cdot\nabla f_0-e\mathbf E\cdot\frac{\partial f_0}{\partial\mathbf k}=-\frac{\delta f}{\tau}.$$

Insert the two derivatives and define $\mathbf X=-e\mathbf E-\nabla\mu$, the electrochemical force on an electron. The left side is $-(-f_0')\,\mathbf v\cdot[\mathbf X-(\varepsilon-\mu)\nabla T/T]$, hence

$$\delta f=\tau(-f_0')\,\mathbf v\cdot\left[\mathbf X-(\varepsilon-\mu)\frac{\nabla T}{T}\right].$$

**Q:** The field is still unknown.

**A:** Open circuit fixes it. Let $D(\varepsilon)$ be the density of states per volume with spin. The angular average of $v_iv_j$ is $\delta_{ij}v^2/3$, so define

$$\Sigma(\varepsilon)=\frac{Dv^2\tau}{3},\qquad K_0=\int\Sigma\,(-f_0')\,d\varepsilon,\qquad
\langle A\rangle=\frac1{K_0}\int A\,\Sigma\,(-f_0')\,d\varepsilon .$$

The local equilibrium part $f_0$ is even in $\mathbf k$ and contributes neither current nor wind. From $\delta f$ we get

$$\mathbf J=K_0\left[\mathbf X-(\langle\varepsilon\rangle-\mu)\frac{\nabla T}{T}\right],\qquad
\mathbf F=mK_0\left[\langle w\rangle\mathbf X-\langle w(\varepsilon-\mu)\rangle\frac{\nabla T}{T}\right].$$

Setting $\mathbf J=0$ gives $\mathbf X=(\langle\varepsilon\rangle-\mu)\nabla T/T$. Put this into $\mathbf F$; the terms in $\mu$ cancel:

$$\mathbf F=-\frac{mK_0}{T}\big[\langle w\varepsilon\rangle-\langle w\rangle\langle\varepsilon\rangle\big]\nabla T
=-\frac{mK_0}{T}\,\mathrm{Cov}(w,\varepsilon)\,\nabla T .$$

With the convention $\mathbf F=-Q^*\nabla T/T$, the wind part of the heat of transport is $Q^*=mK_0\,\mathrm{Cov}(w,\varepsilon)$. A positive $Q^*$ means a force toward the cold side.

**Q:** Then your hard obstacle is pushed to the cold side. Can the sign be read off in general?

**A:** For monotonic $w$ it can, within this relaxation-time model. Take two energies $\varepsilon_1,\varepsilon_2$ drawn independently with the same weight. Expanding the product shows that

$$\mathrm{Cov}(w,\varepsilon)=\tfrac12\big\langle[w(\varepsilon_1)-w(\varepsilon_2)](\varepsilon_1-\varepsilon_2)\big\rangle .$$

If $w$ rises with energy, the product is never negative and the force points to the cold side. If $w$ falls, the force points to the hot side. That answers your first question: the energetic stream wins when energetic electrons lose momentum to the impurity at the higher rate.

**Q:** If I measure zero wind force, may I conclude that $w$ is constant?

**A:** Not from one host. For $\mu=3k_BT$ and constant $\tau$, the rate $w\propto(\varepsilon-c)^2$ has zero covariance at $c=5.03\,k_BT$, though it is far from constant. With $\tau\propto\varepsilon^{3/2}$ and the same $c$, the covariance was found to be nonzero.

If the force vanishes for every $\tau(\varepsilon)$, however, $w$ must be constant. Suppose $w_1\ne w_2$ at two energies. Choose $\tau$ so that the weight sits in narrow windows around them, with shares $p$ and $1-p$. Then

$$\mathrm{Cov}=pw_1\varepsilon_1+(1-p)w_2\varepsilon_2-[pw_1+(1-p)w_2][p\varepsilon_1+(1-p)\varepsilon_2].$$

Collecting terms leaves $p(1-p)(w_1-w_2)(\varepsilon_1-\varepsilon_2)$, which is not zero.

**Q:** I would like a check that does not go through the covariance.

**A:** Use momentum balance. Let $N$ impurities per volume be the only scatterers, so $1/\tau=Nw$. In the force density $N\mathbf F$, the product $Nw\tau$ equals one:

$$N\mathbf F=\int D\,\frac{mv^2}{3}(-f_0')\left[\mathbf X-(\varepsilon-\mu)\frac{\nabla T}{T}\right]d\varepsilon .$$

Here $mv^2/3=2\varepsilon/3$. The electron pressure is $p_e=\int D(2\varepsilon/3)f_0\,d\varepsilon$, and its derivatives are

$$\frac{\partial p_e}{\partial\mu}=\int D\,\frac{2\varepsilon}{3}(-f_0')\,d\varepsilon=n,\qquad
\frac{\partial p_e}{\partial T}=\int D\,\frac{2\varepsilon}{3}(-f_0')\frac{\varepsilon-\mu}{T}\,d\varepsilon .$$

The first integral equals the electron density $n$ by partial integration, because $D\varepsilon\propto\varepsilon^{3/2}$ has the derivative $3D/2$. Therefore

$$N\mathbf F=n\mathbf X-\frac{\partial p_e}{\partial T}\nabla T=-ne\mathbf E-\nabla p_e .$$

The impurities receive the momentum that the field and the pressure gradient supply to the electrons. For constant $w$ these two balance at open circuit. For $w=0.3+0.5\,\varepsilon$, $\mu=2$ and $N=0.7$, with energies in units of $k_BT$, numerical differentiation of the pressure gave a force density of $-0.220789$ in model units. The covariance formula gave the same digits.

**Q:** In a metal, all the action is within a few $k_BT$ of the Fermi energy. Does anything survive when $w$ varies slowly there?

**A:** A term of order $(k_BT)^2$ survives. The Sommerfeld expansion reads

$$\int G(-f_0')\,d\varepsilon\simeq G(\mu)+\frac{\pi^2}{6}(k_BT)^2G''(\mu).$$

For $G=\Sigma w(\varepsilon-\mu)$, the value at $\mu$ is zero and the second derivative is $2(\Sigma w)'$. To leading order,

$$K_0\langle w(\varepsilon-\mu)\rangle\simeq\frac{\pi^2}{3}(k_BT)^2(\Sigma'w+\Sigma w'),\qquad
K_0\langle w\rangle(\langle\varepsilon\rangle-\mu)\simeq\frac{\pi^2}{3}(k_BT)^2\Sigma'w .$$

Their difference is $K_0\,\mathrm{Cov}(w,\varepsilon)$, and $\Sigma'$ has cancelled. At the Fermi energy $D=3n/2\varepsilon_F$ and $v^2=2\varepsilon_F/m$, so $\Sigma=n\tau/m$ and

$$Q^*\simeq n\tau\,\frac{\pi^2}{3}(k_BT)^2\,w'(\varepsilon_F).$$

The slope of the host's $\tau$ affects the thermoelectric field, but not this leading wind force.

**Q:** And in a lightly doped semiconductor?

**A:** There $-f_0'\propto e^{-\varepsilon/k_BT}$. Take $\tau\propto\varepsilon^r$ and $w\propto\varepsilon^s$. Since $Dv^2\propto\varepsilon^{3/2}$, the weight is $\varepsilon^{a-1}e^{-\varepsilon/k_BT}$ with $a=r+\tfrac52$. The recursion $\Gamma(z+1)=z\Gamma(z)$ gives

$$\langle\varepsilon\rangle=a\,k_BT,\qquad \frac{\langle w\varepsilon\rangle}{\langle w\rangle}=(a+s)\,k_BT,$$

provided $a>0$ and $a+s>0$. Subtracting yields $\mathrm{Cov}(w,\varepsilon)=s\,k_BT\langle w\rangle$ and $Q^*=mK_0\langle w\rangle\,s\,k_BT$. The exponent $s$ again decides the sign, but the small factor $k_BT/\varepsilon_F$ of the metal is absent. That alone does not make the force larger than in a metal: for given $\tau$ and $w$, the prefactor $mK_0\langle w\rangle$ is proportional to the electron density, which is lower here by many orders of magnitude.

**Q:** Put numbers on the metal. I suspect that you are cancelling two negligible quantities.

**A:** Take a dilute solute in a nearly free-electron metal with rough values in the regime of aluminium metallization: $\varepsilon_F=11.7$ eV, $T=500$ K, $\tau=4$ fs at the Fermi energy with $r=3/2$, and $\sigma_{\rm tr}=0.03$ nm² there. I set $m=m_e$ and $\mu=\varepsilon_F$. Then $n=1.817\times10^{23}$ cm⁻³ and $w=6.086\times10^{-8}$ cm³/s, so

$$n\tau w=(1.817\times10^{23})(4\times10^{-15})(6.086\times10^{-8})\approx44.2 .$$

With $k_BT=0.0431$ eV and $w\propto\varepsilon^s$, for which $w'=sw/\varepsilon_F$,

$$Q^*\simeq44.2\times3.29\times\frac{(0.0431\ \mathrm{eV})^2}{11.7\ \mathrm{eV}}\,s\approx0.023\,s\ \mathrm{eV}.$$

The full integrals give these contributions to $Q^*$, with the host and the value of $w$ at $\varepsilon_F$ held fixed:

- Constant rate, $s=0$: the temperature part is $+0.069$ eV, the field part $-0.069$ eV, and the sum zero.
- Constant cross section, $s=1/2$: $+0.081$ and $-0.069$ eV, leaving $+0.012$ eV.
- Falling rate, $s=-3/2$: $+0.035$ and $-0.069$ eV, leaving $-0.035$ eV.

So each part at $s=0$ is six times the net result for a constant cross section. This factor is $3+2r$ and reflects the chosen host exponent; the net result does not depend on $r$ at this order. In a gradient of 1000 K/cm, that net result is a force of $0.01155\times1000/500=0.023$ eV/cm toward the cold side.

**Q:** How well must the circuit be open?

**A:** A current produces the wind force $mwJ$ in this metal. It equals the thermal force for $s=1/2$ at a current density of about 110 A/cm². Interconnects in operation carry roughly $10^5$ to $10^6$ A/cm², so their electrical wind is far stronger than this thermal one.

**Q:** Then would a solute with constant $w$ stay put in a real aluminium line at open circuit?

**A:** That does not follow, because other forces remain. The model's host resistivity is 4.9 microohm cm, and its solute adds 0.72 microohm cm per atomic percent. Both are reasonable sizes for aluminium alloys at this temperature. The wind figures, however, assign all the momentum lost by the electrons to the solute atom, which amounts to a wind valence of magnitude $n\tau w\approx44$. In a crystal that momentum is shared with neighbouring atoms, and what matters is the force along the jump path, so these figures describe the free-electron model and not a measured solute. The gradient is steep, of the size discussed for hot solder joints. The neglected effects compare as follows, as heats of transport.

One of them is the phonon wind. Phonons of speed $v_s$ carry momentum equal to energy divided by $v_s$, so a heat flux $-\kappa_{\rm ph}\nabla T$ exerts a force $-\sigma_{\rm ph}\kappa_{\rm ph}\nabla T/v_s$. With the rough inputs 0.01 nm², 6 W/(m K) and 5000 m/s, $Q^*=\sigma_{\rm ph}\kappa_{\rm ph}T/v_s$ is 0.037 eV, about three times the electron wind at $s=1/2$. That ratio holds only for these inputs: the phonon cross section depends strongly on the solute, notably on its mass difference from the host, so the phonon wind may be smaller or larger than the electron wind. The heat carried by the atomic jump itself may be larger still; its natural scale is the jump enthalpy, roughly 0.6 eV.

The field also acts directly on the ion. At fixed electron density this gives 0.0013 eV per unit positive charge. Thermal expansion changes the density as well. With $\varepsilon_F\propto n^{2/3}$ and a linear expansion coefficient $\alpha$ of roughly $2.3\times10^{-5}$ K⁻¹, the lower electron density on the hot side adds $-2\alpha\varepsilon_FT=-0.27$ eV per unit positive charge, a force toward the hot side, before the ion's own screening is counted. This figure contains only the kinetic energy of free electrons. Exchange and correlation also change with density, and a uniform-electron-gas estimate of them alone reduces its size to about 0.17 eV. The average potential of the host ion cores changes with density too and acts the other way; a stabilized-jellium estimate of it brings the size back to about 0.27 eV. Only the order of magnitude is therefore secure. How much of it screening leaves is not calculated here.

**Q:** Those are additional forces. What breaks the cancellation in the electron wind itself?

**A:** A band that is not parabolic does. If $\mathbf k=M(\varepsilon)\mathbf v$, and this $\mathbf k$ is still taken as the momentum handed over, then $Mw$ replaces $mw$ under the integral. The force vanishes for constant $Mw$, not constant $w$. A rough mass slope $d\ln M/d\ln\varepsilon=0.1$ with constant $w$ gives $Q^*=0.0023$ eV.

Lattice vibration also makes some impurity scattering inelastic. Giving the solute the host's mass, a Debye estimate with a Debye temperature of 400 K puts that share at about 19% for direct backscattering; it moves from 21% to 17% as the Debye temperature goes from 380 to 428 K. Its effect on $Q^*$ is not worked out here. The linear treatment of the gradient is safe by comparison: over the 8 nm mean free path, the temperature changes by less than two parts in a million.

The energy slope of a real solute's $w$ has to come from its scattering phase shifts; the exponents above are illustrations. A screened Coulomb (Yukawa) potential fitted to the Friedel sum rule at this density gives $s\approx-0.9$ for an excess valence of $+1$ and $s\approx-0.4$ for $-1$, so in that crude model the electron wind points to the hot side, not the cold side as for $s=1/2$. The remaining values are in the numerical output.

## Computed results

```
Fermi energy, rough input: 11.7 eV
temperature: 500.0 K;  kT = 0.04309 eV
temperature gradient: 1000.0 K/cm
host relaxation time at Fermi energy: 4.0 fs
host relaxation time exponent r: 1.5
impurity transport cross section: 0.03 nm^2
electron density: 1.817e+23 cm^-3
Fermi speed: 2.029e+06 m/s
rate coefficient w at Fermi energy: 6.086e-08 cm^3/s
host resistivity: 4.88 microohm cm
impurity resistivity per atomic percent: 0.72 microohm cm
n tau w (dimensionless): 44.25
Q* parts: temperature part, field part, sum; w ~ e^s
 s= 0.0 constant rate: 0.06929, -0.06929, 0.00000 eV
 s= 0.5 constant cross section: 0.08085, -0.06930, 0.01155 eV
   Sommerfeld leading term: 0.01155 eV
   force along grad T: -0.02310 eV/cm
   current density of equal wind force: 106.9 A/cm^2
 s=-1.5 falling rate: 0.03464, -0.06929, -0.03464 eV
   Sommerfeld leading term: -0.03465 eV
   force along grad T: 0.06928 eV/cm
   current density of equal wind force: 320.8 A/cm^2
open-circuit thermopower: -3.132 microvolt/K
Sizes of neglected effects (heat-of-transport scale):
 mass slope dln m/dln e = 0.1 (rough), constant w: 0.00231 eV
 direct field per unit charge, fixed density: 0.00130 eV
 linear expansion, rough input: 2.3e-05 1/K
 unscreened expansion term per unit charge: 0.269 eV
 phonon inputs, rough: 0.01 nm^2, 6.0 W/(m K), 5000.0 m/s
 phonon wind: 0.0374 eV
 phonon wind / electron wind at s=0.5: 3.24
 jump enthalpy scale, rough input: 0.6 eV
 vibration inputs, rough: 27.0 u, Debye temperature 400.0 K
 inelastic share of backscattering: 0.187
 mean free path: 8.11 nm
 relative T change over mean free path: 1.62e-06
 degeneracy ratio kT/EF: 0.00368
Kinetic test, energies in kT, forces in model units:
 constant w, no field: -0.42950
 constant w, open circuit, |force| ratio: 1.9e-14
 varying w, open circuit: 0.10702
momentum balance and covariance law: -0.220789, -0.220789
parabola centre with zero force, constant tau: 5.0348 kT
```
